# Half-integer j in the icosahedral double group, up to 7/2: a numerical check

```python
# Result under test: restricted to the icosahedral double group (120 elements),
# j = 1/2, 3/2, 5/2 are irreducible, while j = 7/2 = doublet + sextet.
# Symbols: omega = rotation angle in SU(2), 0..2 pi; D = exp(-i omega n.J);
# chi = trace of D; phi = golden ratio; m = projection on a fivefold axis.
# Model field on an f electron: V = B * sum over 12 vertices of P6(n_i . r).
import numpy as np
from math import factorial, pi, sqrt
from collections import Counter
from scipy.linalg import expm, block_diag
from scipy.special import eval_legendre, lpmv

phi = (1 + sqrt(5)) / 2
js = [0.5, 1.5, 2.5, 3.5]
names = ["1/2", "3/2", "5/2", "7/2"]


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / (2j)
    return jx, jy, np.diag(m)


# In the function above "2j" is the imaginary literal 2i, not twice j.
J = {j: angular_momentum(j) for j in js}
for j in js:
    x, y, z = J[j]
    assert np.allclose(x @ y - y @ x, 1j * z)


def rotation(j, omega, axis):
    generator = sum(a * component for a, component in zip(axis, J[j]))
    return expm(-1j * omega * generator)


def angle_axis(u):
    vector = np.array([-u[0, 1].imag, -u[0, 1].real, -u[0, 0].imag])
    length = np.linalg.norm(vector)
    omega = 2 * np.arctan2(length, u[0, 0].real)
    axis = vector / length if length > 1e-9 else np.array([0.0, 0.0, 1.0])
    return omega, axis


# Vertices of an icosahedron with one vertex on the z axis
vertices = [np.array([0.0, 0.0, 1.0])]
for k in range(5):
    a = 2 * pi * k / 5
    vertices.append(np.array([2 * np.cos(a), 2 * np.sin(a), 1.0]) / sqrt(5))
vertices = np.array(vertices + [-v for v in vertices])

# Generate the double group from two fivefold rotations
gens = [rotation(0.5, 2 * pi / 5, vertices[i]) for i in (0, 1)]


def key(u):
    return tuple(np.round([u[0, 0].real, u[0, 0].imag,
                           u[0, 1].real, u[0, 1].imag], 6) + 0.0)


group = [np.eye(2, dtype=complex)]
seen = {key(group[0])}
for u in group:
    for g in gens:
        product = g @ u
        if key(product) not in seen:
            seen.add(key(product))
            group.append(product)
    assert len(group) <= 120
assert len(group) == 120
angles_axes = [angle_axis(u) for u in group]
omegas = np.array([a[0] for a in angles_axes])
counts = Counter(int(round(np.degrees(w))) for w in omegas)
assert counts == {0: 1, 72: 12, 120: 20, 144: 12, 180: 30,
                  216: 12, 240: 20, 288: 12, 360: 1}
# Every group element must map the vertex set to itself
for w, n in angles_axes:
    cross = np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]])
    moved = vertices @ expm(w * cross).T
    assert np.allclose(np.max(moved @ vertices.T, axis=1), 1, atol=1e-9)

D = {j: np.array([rotation(j, w, n) for w, n in angles_axes]) for j in js}
for j in js:
    w, n = angle_axis(gens[0] @ gens[1])
    left = (rotation(j, 2 * pi / 5, vertices[0])
            @ rotation(j, 2 * pi / 5, vertices[1]))
    assert np.allclose(left, rotation(j, w, n), atol=1e-9)
chi = np.array([np.trace(D[j], axis1=1, axis2=2) for j in js])
assert np.max(np.abs(chi.imag)) < 1e-9
chi = chi.real
inside = (omegas > 1e-6) & (omegas < 2 * pi - 1e-6)
for row, j in zip(chi, js):
    w = omegas[inside]
    assert np.allclose(row[inside], np.sin((2 * j + 1) * w / 2) / np.sin(w / 2))

# Hand-derived characters at 0, 180, 120, 72, 144 degrees
degrees = [0, 180, 120, 72, 144]
pick = [int(np.argmin(np.abs(np.degrees(omegas) - d))) for d in degrees]
table = np.array([[2, 0, 1, phi, 1 / phi], [4, 0, -1, 1, -1],
                  [6, 0, 0, -1, 1], [8, 0, 1, -phi, -1 / phi]])
assert np.allclose(chi[:, pick], table, atol=1e-9)
overlaps = chi @ chi.T / 120
expected = np.eye(4)
expected[3, 3] = 2
expected[2, 3] = expected[3, 2] = 1
assert np.allclose(overlaps, expected, atol=1e-9)
sixty = (table * np.array([1, 15, 20, 12, 12])) @ table.T / 60
assert np.allclose(sixty, overlaps, atol=1e-9)
chi_doublet = chi[3] - chi[2]
doublet_norm = np.mean(chi_doublet**2)
doublet_overlap = np.mean(chi_doublet * chi[0])
assert abs(doublet_norm - 1) < 1e-9 and abs(doublet_overlap) < 1e-9
assert np.allclose(chi_doublet[pick], [2, 0, 1, -1 / phi, -phi], atol=1e-9)


def levels(matrix, tol=1e-7):
    result = []
    for energy in np.linalg.eigvalsh(matrix):
        if result and abs(energy - result[-1][0]) < tol:
            result[-1][1] += 1
        else:
            result.append([energy, 1])
    return result


# Direct splitting test: average a random Hermitian matrix over the group
rng = np.random.default_rng(7)
patterns = []
for j in js:
    size = int(2 * j + 1)
    a = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    h = a + a.conj().T
    averaged = np.mean(D[j] @ h @ D[j].conj().transpose(0, 2, 1), axis=0)
    patterns.append(sorted(level[1] for level in levels(averaged)))
assert patterns == [[2], [4], [6], [2, 6]]

# Number of invariant operators of each rank 0..7
invariants = []
for rank in range(8):
    m = np.arange(-rank, rank + 1)
    invariants.append(np.mean(np.exp(-1j * np.outer(omegas, m)).sum(axis=1)).real)
assert np.allclose(invariants, [1, 0, 0, 0, 0, 0, 1, 0], atol=1e-9)

# Doublet projector, its m composition and its time-reversal invariance
P2 = 2 / 120 * np.tensordot(chi_doublet, D[3.5], axes=1)
assert np.allclose(P2 @ P2, P2, atol=1e-9) and abs(np.trace(P2) - 2) < 1e-9
weights = np.diag(P2).real
assert np.allclose(weights, [.3, 0, .7, 0, 0, .7, 0, .3], atol=1e-9)
assert abs(P2[2, 7]) > 0.1 and abs(P2[5, 0]) > 0.1
assert abs(P2[2, 0]) < 1e-9 and abs(P2[2, 5]) < 1e-9
U = expm(-1j * pi * J[3.5][1])
assert np.allclose(U @ D[3.5].conj(), D[3.5] @ U, atol=1e-9)
assert np.allclose(U @ P2.conj() @ U.conj().T, P2, atol=1e-9)

# Quadrature on the sphere, exact for the polynomial degrees used here
x, wx = np.polynomial.legendre.leggauss(20)
az = 2 * pi * np.arange(40) / 40
X, AZ = [q.ravel() for q in np.meshgrid(x, az, indexing="ij")]
W = np.repeat(wx, 40) * 2 * pi / 40
S = np.sqrt(1 - X**2)
points = np.array([S * np.cos(AZ), S * np.sin(AZ), X])


def harmonic(m, l=3):
    if abs(m) > l:
        return np.zeros_like(X, dtype=complex)
    if m < 0:
        return (-1)**m * harmonic(-m, l).conj()
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, X) * np.exp(1j * m * AZ)


def spinors(j):
    states = []
    for m in np.arange(j, -j - 1, -1):
        plus, minus = sqrt((3.5 + m) / 7), sqrt((3.5 - m) / 7)
        cu, cd = (plus, minus) if j == 3.5 else (-minus, plus)
        states.append([cu * harmonic(int(round(m - .5))),
                       cd * harmonic(int(round(m + .5)))])
    return np.array(states)


F = np.concatenate([spinors(2.5), spinors(3.5)])


def matrix_of(function):
    return np.einsum("asp,p,bsp->ab", F.conj(), W * function, F)


assert np.allclose(matrix_of(np.ones_like(X)), np.eye(14), atol=1e-10)
B = 10.0    # meV, chosen model parameter
gap = 500.0  # meV, chosen separation of f7/2 above f5/2
for rank in range(1, 6):
    assert np.max(np.abs(eval_legendre(rank, vertices @ points).sum(axis=0))) < 1e-10
V = matrix_of(B * eval_legendre(6, vertices @ points).sum(axis=0))
V5, V7, V57 = V[:6, :6], V[6:, 6:], V[:6, 6:]
assert np.max(np.abs(V5)) < 1e-9
assert np.allclose(D[3.5] @ V7, V7 @ D[3.5], atol=1e-8)
first = levels(V7)
assert [q[1] for q in first] == [2, 6]
E2, E6 = first[0][0], first[1][0]
assert abs(E2 + 12 * B / 13) < 1e-8 and abs(E6 - 4 * B / 13) < 1e-8
assert np.allclose(V7, E2 * P2 + E6 * (np.eye(8) - P2), atol=1e-8)
axial = eval_legendre(6, vertices[:, 2]).sum()
p6 = np.diag(matrix_of(eval_legendre(6, X))).real[6:]
assert abs(axial - 132 / 25) < 1e-10
assert np.allclose(p6[:4] * 429, [-5, 25, -45, 25], atol=1e-8)

# Orbital energies without spin, and coupling between the two j levels
Y = np.array([harmonic(m) for m in range(-3, 4)])
field = B * eval_legendre(6, vertices @ points).sum(axis=0)
orbital = levels((Y.conj() * (W * field)) @ Y.T)
assert [q[1] for q in orbital] == [4, 3]
assert np.allclose([q[0] for q in orbital], [-12*B/13, 16*B/13], atol=1e-8)
couplings = np.linalg.svd(V57, compute_uv=False)
assert np.allclose(couplings, 8 * sqrt(3) * B / 13, atol=1e-8)
assert np.max(np.abs(V57 @ P2)) < 1e-8
full = levels(V + block_diag(np.zeros((6, 6)), gap * np.eye(8)))
assert [q[1] for q in full] == [6, 2, 6]
upper = gap + 4 * B / 13
root = sqrt(upper**2 / 4 + 192 * B**2 / 169)
predicted = [upper / 2 - root, gap - 12 * B / 13, upper / 2 + root]
assert np.allclose([q[0] for q in full], predicted, atol=1e-7)

print("Double group order:", len(group))
print("Elements by angle (degrees: count):", dict(sorted(counts.items())))
print(f"Golden ratio phi = {phi:.6f}, 1/phi = {1/phi:.6f}")
print("Characters at angles (degrees)", degrees)
for name, row in zip(names, chi[:, pick]):
    print(f"  j={name}:", " ".join(f"{v + 0.0:9.6f}" for v in row))
print("  new doublet:", " ".join(f"{v:9.6f}" for v in chi_doublet[pick]))
print("Character overlaps, rows and columns j=1/2,3/2,5/2,7/2:")
for row in overlaps:
    print("  ", " ".join(f"{abs(v):.3f}" for v in row))
print(f"New doublet: norm {doublet_norm:.3f}, "
      f"overlap with j=1/2 {abs(doublet_overlap):.3f}")
for name, pattern in zip(names, patterns):
    print(f"Level dimensions from random field, j={name}:", pattern)
print("Invariant operators for ranks 0..7:", [int(round(v)) for v in invariants])
print(f"Doublet total weight per state: |m|=3/2: {weights[2]:.3f}, "
      f"|m|=7/2: {weights[0]:.3f}")
print(f"Field strength B = {B:.3f} meV")
print(f"Axial sum of P6 over vertices = {axial:.6f}")
for index, name in zip([3, 2, 1, 0], names):
    print(f"<P6> in f7/2, |m|={name}: {p6[index]:.6f}")
print(f"f7/2 doublet energy, single-j = {E2:.4f} meV")
print(f"f7/2 sextet energy, single-j = {E6:.4f} meV")
print(f"Sextet minus doublet, single-j = {E6 - E2:.4f} meV")
print(f"Largest element of V within f5/2 = {np.max(np.abs(V5)):.1e} meV")
for energy, dimension in orbital:
    print(f"Spinless f orbital level: {energy:.4f} meV, dimension {dimension}")
print(f"Sextet coupling f5/2 to f7/2 = {couplings[0]:.4f} meV")
print(f"Chosen spin-orbit separation = {gap:.1f} meV")
for energy, dimension in full:
    print(f"Full f-shell level: {energy:.4f} meV, dimension {dimension}")
print(f"Upper sextet shift from j mixing = {full[2][0] - gap - E6:.4f} meV")
print(f"Sextet minus doublet with j mixing = {full[2][0] - full[1][0]:.4f} meV")
print("all assertions hold")
```

Output:

```
Double group order: 120
Elements by angle (degrees: count): {0: 1, 72: 12, 120: 20, 144: 12, 180: 30, 216: 12, 240: 20, 288: 12, 360: 1}
Golden ratio phi = 1.618034, 1/phi = 0.618034
Characters at angles (degrees) [0, 180, 120, 72, 144]
  j=1/2:  2.000000 -0.000000  1.000000  1.618034  0.618034
  j=3/2:  4.000000  0.000000 -1.000000  1.000000 -1.000000
  j=5/2:  6.000000 -0.000000  0.000000 -1.000000  1.000000
  j=7/2:  8.000000  0.000000  1.000000 -1.618034 -0.618034
  new doublet:  2.000000  0.000000  1.000000 -0.618034 -1.618034
Character overlaps, rows and columns j=1/2,3/2,5/2,7/2:
   1.000 0.000 0.000 0.000
   0.000 1.000 0.000 0.000
   0.000 0.000 1.000 1.000
   0.000 0.000 1.000 2.000
New doublet: norm 1.000, overlap with j=1/2 0.000
Level dimensions from random field, j=1/2: [2]
Level dimensions from random field, j=3/2: [4]
Level dimensions from random field, j=5/2: [6]
Level dimensions from random field, j=7/2: [2, 6]
Invariant operators for ranks 0..7: [1, 0, 0, 0, 0, 0, 1, 0]
Doublet total weight per state: |m|=3/2: 0.700, |m|=7/2: 0.300
Field strength B = 10.000 meV
Axial sum of P6 over vertices = 5.280000
<P6> in f7/2, |m|=1/2: 0.058275
<P6> in f7/2, |m|=3/2: -0.104895
<P6> in f7/2, |m|=5/2: 0.058275
<P6> in f7/2, |m|=7/2: -0.011655
f7/2 doublet energy, single-j = -9.2308 meV
f7/2 sextet energy, single-j = 3.0769 meV
Sextet minus doublet, single-j = 12.3077 meV
Largest element of V within f5/2 = 1.4e-13 meV
Spinless f orbital level: -9.2308 meV, dimension 4
Spinless f orbital level: 12.3077 meV, dimension 3
Sextet coupling f5/2 to f7/2 = 10.6588 meV
Chosen spin-orbit separation = 500.0 meV
Full f-shell level: -0.2257 meV, dimension 6
Full f-shell level: 490.7692 meV, dimension 2
Full f-shell level: 503.3027 meV, dimension 6
Upper sextet shift from j mixing = 0.2257 meV
Sextet minus doublet with j mixing = 12.5334 meV
all assertions hold
```
